**Snoek relaxation time of carbon in bcc iron**

The program tests the relation $\tau=a^2/(36D)$, where $a$ is the cubic edge, $D$ the diffusion coefficient of carbon and $\tau$ the relaxation time of the three octahedral-site populations. It builds the sites from the iron lattice and asserts that a master equation on a periodic crystal gives populations decaying as $e^{-6wt}$ and a mean-square displacement $wa^2t$, with $w$ the hop rate to one neighbour. Eigenvalues of the Bloch rate matrix in random directions confirm $D=wa^2/6$, and also the change caused by straight double hops. The full rate matrix under stress is used to assert the linear response, the directional dependence of the delayed compliance, the loss peak at $\omega\tau=1$ and the decay rate at finite stress. For rough typical parameters at 300 K the output shows $D=3.3\times10^{-17}$ cm²/s and $\tau=0.69$ s, with the 1 Hz loss peak near 313 K. It also sizes the effects of finite stress, constant strain, anharmonicity, quantum motion along the path and an assumed 1% of double hops.

## Verification by program

```python
# Result under test: carbon hopping between octahedral sites of bcc iron has
# the orientation (Snoek) relaxation time tau = a^2/(36 D).
# Symbols: a cubic edge; w hop rate to ONE neighbouring site; D diffusion
# coefficient; tau relaxation time of the x, y, z site populations;
# E_m barrier; nu0 effective prefactor; c carbon atoms per iron atom;
# dlam axial minus transverse strain per unit c; v0 volume per iron atom;
# u lowering of the z site by stress; s shift of the saddles next to it.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.sparse import csc_matrix
from scipy.sparse.linalg import expm_multiply

rng = np.random.default_rng(5)
unit = np.eye(3, dtype=int)
kB = const.k / const.e          # eV/K


# ---------- geometry: integer coordinates in units of a/2 ----------
def is_iron(p):
    return len({int(x) % 2 for x in p}) == 1


def site_axis(p):
    found = [l for l in range(3) if is_iron(p + unit[l])]
    assert len(found) == 1
    return found[0]


def hops(p):
    steps = [sgn * unit[l] for l in range(3) for sgn in (1, -1)]
    return [d for d in steps if not is_iron(p + d)]


representative = [np.array(p) for p in ((1, 0, 0), (0, 1, 0), (0, 0, 1))]
representative.sort(key=site_axis)
paths = np.zeros((3, 3), dtype=int)
for i, p in enumerate(representative):
    cube = [np.array(d) for d in itertools.product((-1, 0, 1), repeat=3)]
    iron_d2 = sorted(int(d @ d) for d in cube if is_iron(p + d))
    assert iron_d2[:6] == [1, 1, 2, 2, 2, 2]   # squashed octahedron
    assert np.all(sum(hops(p)) == 0)            # no mean displacement
    for d in hops(p):
        j = site_axis(p + d)
        paths[i, j] += 1
        assert int(np.argmax(np.abs(d))) == 3 - i - j   # third axis
        assert site_axis(p + 2 * d) == i        # double hop: same type
assert np.array_equal(paths, 2 * (1 - np.eye(3, dtype=int)))

# ---------- master equation on an explicit periodic lattice, w = 1 ----------
period = 12
sites = [np.array(p) for p in itertools.product(range(period), repeat=3)
         if not is_iron(p)]
index = {tuple(p): n for n, p in enumerate(sites)}
rows, cols, vals = [], [], []
for n, p in enumerate(sites):
    for d in hops(p):
        rows += [index[tuple((p + d) % period)], n]
        cols += [n, n]
        vals += [1.0, -1.0]
lattice_rate = csc_matrix((vals, (rows, cols)), shape=(len(sites),) * 2)
start = representative[2]
prob0 = np.zeros(len(sites))
prob0[index[tuple(start)]] = 1.0
half = period // 2
shift = (np.array(sites) - start + half) % period - half
dist2 = np.sum(shift**2, axis=1) / 4.0          # in a^2
z_type = np.array([site_axis(p) == 2 for p in sites])
for t in (0.05, 0.12, 0.25):
    prob = expm_multiply(lattice_rate * t, prob0)
    assert abs(prob[z_type].sum() - (1 + 2 * np.exp(-6 * t)) / 3) < 1e-8
    assert abs(prob @ dist2 / (6 * t) - 1 / 6) < 1e-5   # D = w a^2/6


# ---------- Bloch rate matrix: D and tau from one object ----------
def bloch(k, w2=0.0):
    """k in 1/a, w = 1; w2 is the rate of straight double hops."""
    m = np.zeros((3, 3), dtype=complex)
    for i, p in enumerate(representative):
        for d in hops(p):
            m[site_axis(p + d), i] += np.exp(-0.5j * (k @ d))
            m[i, i] += w2 * np.exp(-1j * (k @ d)) - 1 - w2
    return m


def diffusion_from_bloch(direction, w2=0.0):
    q = 1e-2
    ev = np.linalg.eigvalsh(bloch(q * direction, w2))
    return -ev[-1] / q**2


w2_ratio = 0.01
for _ in range(6):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    assert abs(diffusion_from_bloch(n) - 1 / 6) < 1e-4
    assert abs(diffusion_from_bloch(n, w2_ratio)
               - (1 + 4 * w2_ratio) / 6) < 1e-4
for w2 in (0.0, w2_ratio):
    ev0 = np.linalg.eigvalsh(bloch(np.zeros(3), w2))
    assert np.allclose(ev0, [-6, -6, 0], atol=1e-10)
tau_D_lattice = diffusion_from_bloch(n) / (-ev0[0])
tau_D_double = diffusion_from_bloch(n, w2_ratio) / (-ev0[0])
assert abs(tau_D_lattice * 36 - 1) < 1e-3


# ---------- orientation rates under stress ----------
def stressed_rate(site_E, saddle_E, kT, w):
    m = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            if i != j:
                m[j, i] = paths[i, j] * w * np.exp(
                    (site_E[i] - saddle_E[3 - i - j]) / kT)
    return m - np.diag(m.sum(axis=0))


uniform = np.ones(3) / 3
eps = 1e-5
site_pattern, saddle_pattern = rng.normal(size=3), rng.normal(size=3)
for t in (0.05, 0.2, 1.0):
    m = stressed_rate(eps * site_pattern, eps * saddle_pattern, 1.0, 1.0)
    response = (expm(m * t) @ uniform - uniform) / eps
    expected = (site_pattern.mean() - site_pattern) / 3
    assert np.allclose(response, expected * (1 - np.exp(-6 * t)), atol=2e-4)

# ---------- worked example: rough typical values for carbon in iron ----------
a = 0.287e-9            # m
E_m = 0.87              # eV
nu0 = 1.0e14            # 1/s
T = 300.0               # K
dlam = 0.9
modulus = 130e9         # Pa, along [001]
c = 1e-4
stress = 10e6           # Pa
kT = kB * T


def hop_rate(temp):
    return nu0 * np.exp(-E_m / (kB * temp))


w = hop_rate(T)
D = w * a**2 / 6
tau = a**2 / (36 * D)
slow = np.sort(np.linalg.eigvals(
    stressed_rate(np.zeros(3), np.zeros(3), kT, w)).real)
assert abs(-slow[0] * tau - 1) < 1e-9 and abs(-slow[1] * tau - 1) < 1e-9
f_peak = 1 / (2 * np.pi * tau)


# loss compliance (arbitrary scale) from the rate matrix
def loss(omega, temp):
    rate, h = hop_rate(temp), 1e-6
    zero, ez = np.zeros(3), np.array([0, 0, 1.0])
    drive = (stressed_rate(-h * ez, zero, kB * temp, rate)
             - stressed_rate(h * ez, zero, kB * temp, rate)) @ uniform / (2 * h)
    m0 = stressed_rate(zero, zero, kB * temp, rate)
    return -np.linalg.solve(1j * omega * np.eye(3) - m0, drive)[2].imag


best = minimize_scalar(lambda x: -loss(np.exp(x) / tau, T),
                       bounds=(-2, 2.5), method="bounded")
omega_tau_peak = np.exp(best.x)
assert abs(omega_tau_peak - 1) < 1e-3
T_formula = E_m / (kB * np.log(3 * nu0 / (np.pi * 1.0)))
best = minimize_scalar(lambda x: -loss(2 * np.pi, x),
                       bounds=(280, 350), method="bounded")
T_peak = best.x
assert abs(T_peak - T_formula) < 0.6   # 1/T factor of the loss shifts it

# anelastic compliance from the stationary populations
v0 = a**3 / 2


def compliance_numeric(n, sigma=1e4):
    site_E = -v0 * sigma * dlam * n**2 / const.e
    saddle_E = site_E[::-1] * 0.4
    m = stressed_rate(site_E, saddle_E, kT, 1.0)
    change = expm(m * 20) @ uniform - uniform
    return c * dlam * (n**2 @ change) / sigma


def compliance_formula(n):
    return c * v0 * dlam**2 / (3 * const.k * T) * (np.sum(n**4) - 1 / 3)


n001 = np.array([0, 0, 1.0])
n111 = np.ones(3) / np.sqrt(3)
dJ = compliance_formula(n001)
for direction in (n001, n111, n):
    assert abs(compliance_numeric(direction)
               - compliance_formula(direction)) < 1e-3 * dJ
strength = dJ * modulus

# finite stress: z population relaxes at a changed rate
u = v0 * dlam * stress / const.e
changes = []
for s in (0.0, u, -u):
    m = stressed_rate([0, 0, -u], [s, s, 0.3 * u], kT, w)
    rate_z = 2 * w * np.exp(-s / kT) * (1 + 2 * np.exp(-u / kT))
    p_inf = 1 / (1 + 2 * np.exp(-u / kT))
    p_z = (expm(m * tau) @ uniform)[2]
    p_expected = p_inf
    z_share = 1 / 3 - p_inf * 1.0
    # stationary z share follows from the Boltzmann weights exp(u/kT) : 1 : 1
    p_expected = p_inf + z_share * np.exp(-rate_z * tau)
    boltz = np.exp(u / kT) / (np.exp(u / kT) + 2)
    assert abs(p_inf - boltz) < 1e-12
    assert abs(p_z - p_expected) < 1e-10
    changes.append(100 * (rate_z * tau - 1))

# one-dimensional transition-state flux for a cosine barrier of period a/2
mass = 12 * const.atomic_mass
omega_well = np.sqrt(8 * np.pi**2 * E_m * const.e / (mass * a**2))
nu_well = omega_well / (2 * np.pi)
well, _ = quad(lambda x: np.exp(-E_m / (2 * kT)
                                * (1 - np.cos(4 * np.pi * x))), -0.25, 0.25)
flux_rate = (np.sqrt(const.k * T / (2 * np.pi * mass))
             * np.exp(-E_m / kT) / (well * a))
anharmonic = flux_rate / (nu_well * np.exp(-E_m / kT))
assert abs(anharmonic - 1) < 0.02
quantum_x = const.hbar * omega_well / (const.k * T)
assert quantum_x < np.pi        # well above the tunnelling crossover
well_factor = np.sinh(quantum_x / 2) / (quantum_x / 2)
barrier_factor = (quantum_x / 2) / np.sin(quantum_x / 2)

print("INPUTS (rough typical values)")
print(f"cubic edge a = {a*1e9:.3f} nm")
print(f"barrier E_m = {E_m:.2f} eV")
print(f"prefactor nu0 = {nu0:.1e} 1/s")
print(f"temperature T = {T:.0f} K")
print(f"strain difference dlam = {dlam:.1f}")
print(f"modulus along [001] = {modulus/1e9:.0f} GPa")
print(f"carbon per iron atom c = {c:.1e}")
print(f"applied stress = {stress/1e6:.0f} MPa")
print("LATTICE CHECK")
print(f"tau*D/a^2 from lattice = {tau_D_lattice:.6f}")
print(f"1/36 = {1/36:.6f}")
print("RESULTS AT T")
print(f"kT = {kT:.5f} eV")
print(f"E_m/kT = {E_m/kT:.3f}")
print(f"hop rate per path w = {w:.4f} 1/s")
print(f"mean residence time 1/(4w) = {1/(4*w):.4f} s")
print(f"D = {D*1e4:.4e} cm2/s")
print(f"D = {D*1e18:.4e} nm2/s")
print(f"tau = a^2/(36D) = {tau:.4f} s")
print(f"wrong value a^2/(24D) = {a**2/(24*D):.4f} s")
print(f"loss peak frequency = {f_peak:.4f} Hz")
print(f"omega*tau at loss peak = {omega_tau_peak:.4f}")
print(f"T where tau = 1/(2 pi 1 Hz): {T_formula:.2f} K")
print(f"T of 1 Hz loss peak, numeric: {T_peak:.2f} K")
print("STRESS RESPONSE")
print(f"volume per iron atom v0 = {v0*1e27:.5f} nm3")
print(f"site lowering u = {u*1e3:.4f} meV")
print(f"u/kT = {u/kT:.5f}")
print(f"compliance dJ along [001] = {dJ*1e9:.4e} 1/GPa")
print(f"relaxation strength dJ*modulus = {strength:.5f}")
print(f"peak loss, half of it = {strength/2:.5f}")
print("NEGLECTED EFFECTS")
print(f"rate change by stress, s=0: {changes[0]:.2f} %")
print(f"rate change by stress, s=+u: {changes[1]:.2f} %")
print(f"rate change by stress, s=-u: {changes[2]:.2f} %")
print(f"tau change at constant strain: {100*(1/(1+strength)-1):.2f} %")
print(f"path frequency, cosine barrier = {nu_well:.3e} 1/s")
print(f"nu0 / path frequency = {nu0/nu_well:.2f}")
print(f"entropy ln(nu0/path freq.) = {np.log(nu0/nu_well):.2f} k")
print(f"anharmonic factor on w = {anharmonic:.4f}")
print(f"hbar*omega/kT on path = {quantum_x:.3f}")
print(f"quantum factor of well on w = {well_factor:.3f}")
print(f"tunnelling factor on w = {barrier_factor:.3f}")
print(f"product of both = {well_factor*barrier_factor:.3f}")
print(f"assumed double-hop ratio w2/w = {w2_ratio:.2f}")
print(f"36*tau*D/a^2 with double hops = {36*tau_D_double:.4f}")
print(f"octahedral site occupancy c/3 = {c/3:.2e}")
print("PASS")
```

Running it gives:

```
INPUTS (rough typical values)
cubic edge a = 0.287 nm
barrier E_m = 0.87 eV
prefactor nu0 = 1.0e+14 1/s
temperature T = 300 K
strain difference dlam = 0.9
modulus along [001] = 130 GPa
carbon per iron atom c = 1.0e-04
applied stress = 10 MPa
LATTICE CHECK
tau*D/a^2 from lattice = 0.027778
1/36 = 0.027778
RESULTS AT T
kT = 0.02585 eV
E_m/kT = 33.653
hop rate per path w = 0.2425 1/s
mean residence time 1/(4w) = 1.0311 s
D = 3.3286e-17 cm2/s
D = 3.3286e-03 nm2/s
tau = a^2/(36D) = 0.6874 s
wrong value a^2/(24D) = 1.0311 s
loss peak frequency = 0.2315 Hz
omega*tau at loss peak = 1.0000
T where tau = 1/(2 pi 1 Hz): 313.63 K
T of 1 Hz loss peak, numeric: 313.33 K
STRESS RESPONSE
volume per iron atom v0 = 0.01182 nm3
site lowering u = 0.6640 meV
u/kT = 0.02568
compliance dJ along [001] = 5.1367e-05 1/GPa
relaxation strength dJ*modulus = 0.00668
peak loss, half of it = 0.00334
NEGLECTED EFFECTS
rate change by stress, s=0: -1.69 %
rate change by stress, s=+u: -4.18 %
rate change by stress, s=-u: 0.87 %
tau change at constant strain: -0.66 %
path frequency, cosine barrier = 1.303e+13 1/s
nu0 / path frequency = 7.67
entropy ln(nu0/path freq.) = 2.04 k
anharmonic factor on w = 0.9924
hbar*omega/kT on path = 2.085
quantum factor of well on w = 1.191
tunnelling factor on w = 1.207
product of both = 1.438
assumed double-hop ratio w2/w = 0.01
36*tau*D/a^2 with double hops = 1.0400
octahedral site occupancy c/3 = 3.33e-05
PASS
```
